Breit correction to the thallium 6p fine structure

A Dirac-Fock calculation of thallium with the Coulomb repulsion alone puts the 6p₃/₂ level 7187.5 cm⁻¹ above 6p₁/₂, while the measured interval is roughly 7.8×10³ cm⁻¹. The Coulomb repulsion is not the whole relativistic interaction of two electrons, so the gap of about 600 cm⁻¹ is easily blamed on the missing magnetic and retardation terms. That puts the effort in the wrong place, because at the Dirac-Fock level, with the frequency-independent Breit operator, these terms are nearly an order of magnitude smaller than the gap and have the wrong sign. The quickest way to estimate them also overstates their effect on the splitting by about half.

The problem

Units are Gaussian, with α = e²/ħc, a₀ = ħ²/me² and E_h = me⁴/ħ² = 219474.63 cm⁻¹. Thallium is treated as the closed core Tl⁺ ([Xe]4f¹⁴5d¹⁰6s²) plus one electron v. The nucleus is infinitely heavy, with Z = 81 and a Gaussian charge cloud of chosen rms radius R = 5.5 fm = 1.0393×10⁻⁴ a₀ (roughly typical), whose potential energy is V_N = −Ze² erf(√(3/2) r/R)/r. Only positive-energy states are occupied. The levels ε(6p₁/₂) and ε(6p₃/₂) are defined as the lowest unoccupied eigenvalues of the Fock operator of Tl⁺, and Δ = ε(6p₃/₂) − ε(6p₁/₂). With this definition the response of the core to the valence electron counts as correlation. The pair interaction is e²/r₁₂, or e²/r₁₂ + B with the frequency-independent Breit operator

B = −(e²/2r₁₂)[α₁·α₂ + (α₁·n)(α₂·n)],  n = (r₁ − r₂)/r₁₂.

Find Δ without and with B, and compare the change with the correlation error.

The tempting solution

For a pair interaction g write g_ijkl = ⟨ij|g|kl⟩ and g̃_ijkl = g_ijkl − g_ijlk. The Fock operator has matrix elements ⟨i|F|j⟩ = ⟨i|h|j⟩ + Σ_b g̃_ibjb, where h is the one-electron Dirac Hamiltonian and b runs over the core. Adding B to g adds a term F_B to F. The argument then runs as follows. Dirac-Fock theory is variational, so the change of the orbitals matters only in second order, and the shift of a level is the expectation value ⟨v|F_B|v⟩ with the Coulomb orbitals. The radial form of F_B is derived below, and it gives 259.4 cm⁻¹ for 6p₁/₂ and 134.6 cm⁻¹ for 6p₃/₂. Hence

δΔ = 134.6 − 259.4 = −124.8 cm⁻¹,  124.8/7187.5 = 1.74 %.

The two expectation values are computed correctly. The claim that they are the whole first-order shift is false.

The fault

The variational principle protects the total energy of the core, E = Σ_a h_aa + ½Σ_ab g̃_abab. If the core orbitals change by δa, then δE = Σ_a ⟨δa|F|a⟩ + c.c. = Σ_a ε_a δ⟨a|a⟩ = 0, because F|a⟩ = ε_a|a⟩ and the norm is fixed. The first-order Breit energy of the ion is therefore the frozen value ½Σ_a⟨a|F_B|a⟩, and the output confirms it: 23.6937 E_h frozen against 23.6598 E_h self-consistent, a difference of −0.0339 E_h.

An eigenvalue is another matter. Let F_C be the Coulomb Fock operator and vary ε_v = ⟨v|F|v⟩:

δε_v = [⟨δv|F_C|v⟩ + c.c.] + ⟨v|F_B|v⟩ + ⟨v|δF_C|v⟩.

The bracket equals ε_v δ⟨v|v⟩ = 0. The last term does not vanish, since F_C is built from the core orbitals and these move. Mixing among occupied orbitals leaves Σ_a|a⟩⟨a|, and with it F_C, unchanged, so write δa = Σ_m c_ma|m⟩ over unoccupied states m only. Linearising (F_C + F_B + δF_C)|a⟩ = ε_a|a⟩ and projecting on m gives the first line, and varying Σ_a g̃_vava gives the second:

c_ma = ⟨m|F_B + δF_C|a⟩/(ε_a − ε_m),

⟨v|δF_C|v⟩ = Σ_am c_ma g̃_vavm + c.c.

The coefficients c_ma are linear in B and are multiplied by a full Coulomb integral, so this term is of the same order as ⟨v|F_B|v⟩. Put differently, ε_v is the energy of core plus v minus the energy of the core, both with the orbitals of the ion. The second energy is stationary in those orbitals and the first is not, its gradient being g̃_vavm. The right Dirac-Fock answer puts F_B inside the self-consistent field, which solves the coupled equations for c_ma automatically.

Radial equations

Let Ω_κ be the spinor harmonics, with j = |κ| − ½, l = κ for κ > 0 and l = −κ − 1 for κ < 0, in the phase convention σ·r̂ Ω_κ = −Ω_−κ, and with σ·L Ω_κ = −ħ(1+κ)Ω_κ. Write [j] = 2j+1 and

ψ = (1/r)(P Ω_κ, iQ Ω_−κ).

From (σ·r̂)² = 1 and (σ·r̂)(σ·p) = r̂·p + iσ·(r̂×p) it follows that σ·p = −iħ σ·r̂(∂_r − σ·L/ħr). On (P/r)Ω_κ the bracket gives ∂_r(P/r) + (1+κ)P/r² = (P′ + κP/r)/r, and σ·r̂ supplies a sign, so the result is iħ(P′ + κP/r)Ω_−κ/r. The same rule with κ → −κ applied to (iQ/r)Ω_−κ gives ħ(−Q′ + κQ/r)Ω_κ/r. Thus h = cα·p + (β−1)mc² + V_N acts as

(hψ)_P = V_N P + ħc(−∂_r + κ/r)Q,

(hψ)_Q = ħc(∂_r + κ/r)P + (V_N − 2mc²)Q.

Coulomb exchange needs one angular weight. Expand 1/r₁₂ = Σ_k (r_<^k/r_>^{k+1}) Σ_q C*_kq(1)C_kq(2), with C_kq = √(4π/(2k+1)) Y_kq. Since r̂·L = 0, the helicity λ = ±½ along r̂ can be fixed together with j and m, and such a state is √([j]/4π) times a rotation function D^{j*}_{mλ} times a local spinor. Parity reverses λ, so Ω_±κ are the sum and difference of the two helicity states divided by √2. C_kq is the function D^{k*}_{q0} and conserves λ. The integral of three D functions gives, for each λ, √([j_a][j_b]) times a 3j symbol in the m values times (j_a k j_b; λ 0 −λ). The two helicities have equal size, and they add when l_a + l_b + k is even and cancel otherwise, as parity demands. The squared 3j symbol in m, summed over m_b and q, is 1/[j_a]. Therefore

Σ_{m_b,q} |⟨a|C_kq|b⟩|² = w_k = [j_b](j_a k j_b; ½ 0 −½)²

for allowed parity. The weight depends on the j values only. Because σ·r̂ commutes with C_kq and squares to one, ⟨−κ_a|C|−κ_b⟩ = ⟨κ_a|C|κ_b⟩, so large and small components share the angular factor. With

S_L[f,g] = ∬ f(r₁) g(r₂) r_<^L/r_>^{L+1} dr₁dr₂,  ρ_ab = P_aP_b + Q_aQ_b,

the Coulomb part of ⟨a|F|a⟩ is e²Σ_b {[j_b] S₀[ρ_aa,ρ_bb] − Σ_k w_k S_k[ρ_ab,ρ_ab]}, with b now labelling subshells. Matrix elements between two functions i, j of the same κ follow by putting i in the first slot and j in the second, here and in all formulas below.

Splitting the Breit operator

Since ∂_{1i}∂_{2j} r₁₂ = −(δ_ij − n_i n_j)/r₁₂, with the gradients acting on r₁₂ alone,

B = −e² α₁·α₂/r₁₂ − (e²/2)(α₁·∇₁)(α₂·∇₂) r₁₂.

Indeed the second term is +(e²/2r₁₂)[α₁·α₂ − (α₁·n)(α₂·n)], and the sum reproduces B. The first term is the Gaunt interaction and the second the gauge term. Because ∇²r = 2/r, the Fourier transform of r is −8π/q⁴, and the kernel (δ_ij + n_in_j)/2r = δ_ij/r − ½∂_i∂_j r transforms to (4π/q²)(δ_ij − q̂_i q̂_j). So B couples only the transverse parts of the currents J_ab = ψ_a†αψ_b.

Two facts follow. In the direct term the core current Σ ψ_b†αψ_b of a full subshell is spherically symmetric, hence radial, and the radial component found below vanishes for a = b, so only exchange survives. In exchange the second current is J_ba = J_ab*, so ⟨ab|B|ba⟩ is −e² times the integral of (4π/q²)|J_⊥(q)|² over d³q/(2π)³. Exchange enters F with a minus sign, so ⟨v|F_B|v⟩ ≥ 0, and the Gaunt value, which keeps the longitudinal part too, is never smaller. The frozen Gaunt shifts 298.2 and 163.2 cm⁻¹ obey this.

Projections of the current

The matrix α connects upper and lower components through σ, so

J_ab = (i/r²)[P_aQ_b Ω_κa† σ Ω_−κb − Q_aP_b Ω_−κa† σ Ω_κb].

Define V = P_aQ_b + Q_aP_b, U = P_aQ_b − Q_aP_b and δ = κ_a − κ_b. For Y = Y_JM let C = ⟨κ_a|Y|κ_b⟩ and D = ⟨κ_a|Y|−κ_b⟩ = ⟨−κ_a|Y|κ_b⟩. Three vector fields are needed.

For r̂Y, both angular integrals equal −C because σ·r̂ flips the ket with a minus sign, so ∫J·r̂Y dΩ = (i/r²)C(−U). For a = b, U = 0.

For LY/ħ, use σ·(LY) = [σ·L, Y]. The first integral is [−(1+κ_a) + (1−κ_b)]D = −(κ_a+κ_b)D, and the second is [−(1−κ_a) + (1+κ_b)]D = +(κ_a+κ_b)D. The relative minus sign in J makes them add: ∫J·LY/ħ dΩ = −(i/r²)D(κ_a+κ_b)V. Since l(−κ_b) differs from l_b by one, D needs l_a + l_b + J odd.

For r∇Y, the operator identity above gives σ·(r∇Y) = −σ·r̂ [σ·L, Y]/ħ. Letting −σ·r̂ act on the bra turns κ_a into −κ_a with a plus sign. The first integral becomes [−(1−κ_a) + (1−κ_b)]C = δC and the second [−(1+κ_a) + (1+κ_b)]C = −δC, so ∫J·r∇Y dΩ = (i/r²)C δV.

In a product with the conjugate projection, i·(−i) = 1, the factors 1/r² cancel against the volume elements, and Σ|C|² or Σ|D|² over m_b and M is w_J(2J+1)/4π.

The Gaunt term

Each Cartesian component of J interacts through 1/r₁₂, whose rank-L part is 4π/(2L+1) · r_<^L/r_>^{L+1} Σ Y*Y. The vector fields must therefore be sorted by the orbital rank L of their components. The field LY has L = J, since L does not change l, and its norm squared is ħ²J(J+1). The components of ∇(r^J Y) are harmonic and homogeneous of degree J−1, so A₋ = J r̂Y + r∇Y has L = J−1. Those of ∇(r^{−J−1}Y) are harmonic of degree −J−2, so A₊ = −(J+1) r̂Y + r∇Y has L = J+1. The fields r̂Y and r∇Y are orthogonal at each point, with norms squared 1 and J(J+1) (the latter by partial integration on the sphere), so |A₋|² = J² + J(J+1) = J(2J+1) and |A₊|² = (J+1)² + J(J+1) = (J+1)(2J+1). The projections carry the radial functions

u₋ = δV − JU,  u₊ = δV + (J+1)U.

Each field contributes w_J(2J+1)/(2L+1) divided by its norm squared, and the two minus signs (from −e² and from exchange) cancel. For l_a + l_b + J odd and J ≥ 1 the magnetic term in ⟨a|F_B|a⟩ is

e² w_J (κ_a+κ_b)² S_J[V,V]/(J(J+1)),

and for l_a + l_b + J even the electric Gaunt term is

e² w_J { S_{J−1}[u₋,u₋]/(J(2J−1)) + S_{J+1}[u₊,u₊]/((J+1)(2J+3)) }.

The gauge term

Multiply the expansion of 1/r₁₂ by r₁₂² = r_>²(1 + t² − 2tμ), where t = r_</r_> and μ is the cosine of the angle between r₁ and r₂, and use μP_k = [(k+1)P_{k+1} + kP_{k−1}]/(2k+1). The coefficient of P_J is r_>[(1+t²)t^J − 2J t^J/(2J−1) − (2J+2)t^{J+2}/(2J+3)], that is

g_J = r_<^{J+2}/((2J+3) r_>^{J+1}) − r_<^J/((2J−1) r_>^{J−1}).

At r₁ = r₂ the derivative with respect to r_< is (J+2)/(2J+3) − J/(2J−1), and that with respect to r_> is −(J+1)/(2J+3) + (J−1)/(2J−1). Their difference is 1 − 1 = 0, so the first derivative is continuous and the mixed second derivative holds no delta function.

With P_J = 4π/(2J+1) ΣY*Y and ∇(gY) = (∂_r g) r̂Y + (g/r) r∇Y, each current acts on g_J as δV/r − U∂_r, which turns r^p into r^{p−1}(δV − pU). No magnetic field LY appears. The contribution to ⟨a|F_B|a⟩ is (e²w_J/2) times the double integral of

(δV − (J+2)U)_< (u₊)_> k_{J+1}/(2J+3) − (u₋)_< (δV + (J−1)U)_> k_{J−1}/(2J−1),

where k_L = r_<^L/r_>^{L+1} and the subscripts say at which radius a factor is taken. From u₊ − u₋ = (2J+1)U,

δV − (J+2)U = u₋ − 2U = [(2J+3)u₋ − 2u₊]/(2J+1),

δV + (J−1)U = u₊ − 2U = [(2J−1)u₊ + 2u₋]/(2J+1).

Inserting these gives a u₊u₊ term −2k_{J+1}/((2J+1)(2J+3)), a u₋u₋ term −2k_{J−1}/((2J+1)(2J−1)), and a cross term u₋(r_<)u₊(r_>)(k_{J+1} − k_{J−1})/(2J+1). Adding the Gaunt term and using 1/(J+1) − 1/(2J+1) = J/((J+1)(2J+1)) and 1/J − 1/(2J+1) = (J+1)/(J(2J+1)), the electric Breit term is

e² w_J { (J+1) S_{J−1}[u₋,u₋]/(J(2J+1)(2J−1)) + J S_{J+1}[u₊,u₊]/((J+1)(2J+1)(2J+3)) + (1/(2(2J+1))) ∬ u₋(r_<)u₊(r_>)(k_{J+1} − k_{J−1}) dr₁dr₂ },

the last integral covering both orderings of r₁ and r₂. For J = 0, equal j and even parity force δ = 0, so u₋ = 0, and the u₊ coefficient is zero. The term vanishes, as it must, since a spherically symmetric radial current is purely longitudinal.

Solving the equations

P is expanded in r^{l+1}exp(−ζr²) with exponents starting at 0.008 a₀⁻² and growing by the factor 1.8 (43, 43, 32, 26, 20, 20 functions for l = 0 to 5). Q is expanded in (∂_r + κ/r) applied to the same functions. This kinetic balance mirrors the lower equation, Q ≈ (ħ/2mc)(∂_r + κ/r)P, and keeps the discrete spectrum split into equal positive- and negative-energy halves. With x = ln(r/a₀), k_L dr₁dr₂ = √(r₁r₂) exp(−(L+½)|x₁−x₂|) dx₁dx₂, a convolution with a cusp. The smooth factors f√r are interpolated by sinc functions on 357 points of step h = 0.06, and the one-sided kernel exp(−at), t > 0, whose Fourier symbol is 1/(a+iq), then has, in the double integral over x₁ and x₂, the exact weights (h²/2π)∫exp(iqnh)/(a+iq) dq over |q| < π/h for two grid points n steps apart, since each of the two sinc functions has Fourier transform h on that interval and zero outside it. The cusp thus costs no accuracy. The field is iterated with DIIS extrapolation, first with Coulomb only and then with F_B included.

The right answer

Without Breit, ε(6p₁/₂) = −43823.5 and ε(6p₃/₂) = −36636.0 cm⁻¹, so Δ = 7187.5 cm⁻¹. With Breit inside the field the levels are −43710.2 and −36602.3 cm⁻¹, so Δ = 7107.9 cm⁻¹. The shifts are frozen part plus core relaxation:

6p₁/₂: 259.4 − 146.1 = 113.3 cm⁻¹,

6p₃/₂: 134.6 − 100.9 = 33.7 cm⁻¹,

δΔ = −124.8 + 45.2 = −79.6 cm⁻¹,  79.6/7187.5 = 1.11 %.

The relaxation figures are obtained by subtraction and include terms of higher order in B, which are not separated here. In the total energy such terms are 0.0339/23.6937 = 0.14 % of the first-order value, and for the levels they are small as well, though relatively larger: scaling B puts them near 0.4 % of each self-consistent shift and about 0.4 cm⁻¹ in the splitting. Relaxation removes more than half of the frozen shift of each level. A plausible reading of its sign, not tested here, is that F_B, being positive and concentrated where the small components are, pushes most core shells outward, the outer s and p shells included (4f₇/₂ and 5d₅/₂ are exceptions), so a penetrating electron sees a less screened nucleus. A second shortcut, keeping only the Gaunt term in the frozen estimate, gives −135.0 cm⁻¹ or 1.88 %. All three figures are of order one percent, but only 1.11 % is the Dirac-Fock difference asked for.

The splitting falls because the lower level is raised more. The size of the small component does not by itself account for this: ∫Q²dr is 3.484×10⁻⁵ for 6p₁/₂ and 2.494×10⁻⁵ for 6p₃/₂, a ratio of 1.4, while the frozen shifts are in the ratio 259.4/134.6 = 1.9. Position is a likely further factor, though it is not tested here. The small component of p₁/₂ is s-like (Q ∝ r inside the nucleus) and that of p₃/₂ is d-like (Q ∝ r³), so the former should overlap the innermost shells better.

In the limit αZ → 0, Q/P is of order α, so U and V are of order α and F_B of order α²E_h, the same order as the spin-orbit splitting itself. The percentage is therefore not small because of α. The nuclear spin-orbit term carries the factor Z, whereas the Breit part (spin-other-orbit coupling in this limit) comes mainly from the few electrons near the nucleus, so the ratio is expected to scale roughly as 1/Z. This is an order-of-magnitude argument made for αZ → 0, with an undetermined coefficient. It is compatible with a result of order one percent at Z = 81, but the closeness of 1/81 to 1.11 % is not a test of it. It suggests a larger relative correction in light atoms, which is not computed here.

The correlation error

The first estimate is a remainder. With the rough measured value, 7.8×10³ − 7107.9 ≈ 692 cm⁻¹, about 9 % of the interval and 692/79.6 = 8.7 times the Breit shift (5.5 times the frozen one). Without Breit the remainder is 612 cm⁻¹, so the correct Breit term widens the discrepancy. With a two-figure input these remainders are good to one figure.

That the remainder is correlation is tested by second-order perturbation theory in the Coulomb interaction, with the Coulomb Dirac-Fock spectrum, a and b in the core and m and n unoccupied positive-energy states of the ion (v among them). For the ion, single excitations vanish because F is diagonal, and the doubles give ¼Σ|g̃_mnab|²/(ε_a+ε_b−ε_m−ε_n). For the atom three things change. The core pairs lose the terms with m = v or n = v, which changes the energy by +½Σ_abm|g̃_mvab|²/(ε_m+ε_v−ε_a−ε_b). New pairs (v,a) give ½Σ|g̃_mnva|²/(ε_v+ε_a−ε_m−ε_n) with m, n ≠ v. Singles a → m appear with matrix element g̃_mvav, the part of the field not in F, and give Σ|g̃_mvav|²/(ε_a−ε_m), which is exactly the pair of omitted terms n = v and m = v of the previous sum, so the restriction can be dropped. For real integrals, ½Σ(g − g′)² = Σ g(g − g′) when the sum is symmetric under the exchange g ↔ g′. Hence

ε_v⁽²⁾ = Σ_amn g_mnva g̃_mnva/(ε_v+ε_a−ε_m−ε_n) + Σ_abm g_mvab g̃_mvab/(ε_m+ε_v−ε_a−ε_b).

The sums over magnetic quantum numbers are done in the coupled basis. With R_k(ijkl) = e²S_k[ρ_ik,ρ_jl] and the reduced element ⟨a‖C^k‖b⟩ = (−1)^{j_a+½}√([j_a][j_b]) (j_a k j_b; ½ 0 −½) for allowed parity, the scalar-product theorem gives for total angular momentum J (the multipole is called p here, since k labels a state)

⟨ij;J|g|kl;J⟩ = Σ_p (−1)^{j_j+j_k+J} {j_i j_j J; j_l j_k p} ⟨i‖C^p‖k⟩⟨j‖C^p‖l⟩ R_p(ijkl).

In the direct product the phase squares to one, and orthogonality, Σ_J[J]{…p}{…p′} = δ_pp′/[p], leaves the squared factors over [p]. The exchanged element has k and l swapped and the extra Clebsch-Gordan phase (−1)^{j_k+j_l−J}. The product of all phases is (−1)^{J+2j_j+2j_k+2j_l} = (−1)^{J+1}, and the Racah sum rule

Σ_J (−1)^{J+p+p′}[J]{j_i j_j J; j_l j_k p}{j_i j_j J; j_k j_l p′} = {j_j j_l p; j_i j_k p′}

closes the sum. Absorbing (−1)^p into X_p(ijkl) = (−1)^p⟨i‖C^p‖k⟩⟨j‖C^p‖l⟩R_p(ijkl), and noting that the minus in g̃ cancels the one in (−1)^{J+1},

Σ_m g_ijkl g̃_ijkl = Σ_p X_p(ijkl){ X_p(ijkl)/[p] + Σ_p′ {j_j j_l p; j_i j_k p′} X_p′(ijlk) }.

The energy does not depend on m_v, so this sum is divided by [j_v]. For four s₁/₂ states, p = p′ = 0 and the 6j symbol is −½, which matches direct counting of spin states: 4 direct against 2 exchange.

With core shells n ≥ 4 and unoccupied states with l ≤ 5 below 500 E_h, the levels move by −7358.4 and −6482.6 cm⁻¹, so

δΔ = −6482.6 + 7358.4 = +875.8 cm⁻¹,

which is 12.2 % of the Dirac-Fock splitting and 875.8/79.6 = 11.0 times the Breit shift, with the opposite sign. Both levels are bound more strongly, and the lower level 6p₁/₂ gains more. This number is not converged. A different even-tempered basis (ratio 1.9) moves the two level shifts by 5 to 7 cm⁻¹ and their difference by about 2 cm⁻¹, and the omitted n = 3 core shells add about 14 cm⁻¹ to the difference. The truncation in l matters more. With l ≤ 4 it is 772.9 cm⁻¹, so the last partial wave alone adds 875.8 − 772.9 = 102.9 cm⁻¹, more than the whole Breit shift. The sum 7107.9 + 875.8 ≈ 7984 cm⁻¹ already lies above the rough measured value, so higher orders or the other omitted terms must give some back. The unconverged second-order value, like the remainder of about 700 cm⁻¹, fixes the sign and the rough size of the correlation error, several hundred cm⁻¹, and no more. An agreement with experiment at the one percent level cannot be credited to Breit until the correlation error is known to much better than a tenth of its size, because a tenth of it is already about as large as the Breit shift.

Limits of the result

The remainder holds more than correlation. To lowest order in αZ the spin-orbit coupling is proportional to g − 1, and with g = 2 + α/π the anomalous moment changes it by the fraction α/π, or 17 cm⁻¹. At αZ = 0.5911 this is a scale for radiative effects and not a value. The operator B neglects the frequency ω of the exchanged photon, which requires ωr₁₂/c ≪ 1. For exchange with a K-shell electron, ħω ~ (αZ)²mc²/2 and r ~ ħ/(mcαZ) give ωr/c ~ αZ/2, and the energy correction is even in ω, so a relative change of the Breit shift of order (αZ/2)² is to be expected. Nuclear recoil enters with m/M, a few parts in a million. Mixed Breit-correlation terms beyond the core relaxation are left out, and the division into Dirac-Fock and correlation parts belongs to the ion potential chosen here. Finally, B may be iterated only in the no-pair sense used above, with negative-energy states left empty.

The numerical check below tests g_J against quadrature of r₁₂P_J, the radial quadrature against the hydrogen integral F⁰(1s,1s) = 5E_h/8, and the basis against the exact Dirac 2p₃/₂ level at Z = 81 (−838.8612 E_h both ways). The angular and radial reduction of the Fock operator is compared with an independent four-component code using analytic Gaussian integrals, for a model ion with filled s, p, d and f spinors: the Dirac-Fock, Gaunt and Breit energies, −3982.655727, 6.9902135 and 6.5672969 E_h, agree in every printed digit. The 6j formula is compared with explicit sums over spinor harmonics, the stationarity of the total energy is asserted, and a second basis and grid (ratio 2.0, step 0.075) give 7187.6 cm⁻¹ for Δ and −79.6 cm⁻¹ for the Breit shift.

Values computed for the example and the checks

```
model ion DF energy: radial -3982.655727, pyscf -3982.655727 Eh
model ion Gaunt energy: radial 6.9902135, pyscf 6.9902135 Eh
model ion Breit energy: radial 6.5672969, pyscf 6.5672969 Eh
hydrogenic 2p3/2, Z=81: basis -838.8612, Dirac -838.8612 Eh
1/alpha = 137.035999; a0 = 5.291772e-09 cm
Eh = 4.359745e-11 erg = 219474.63 cm^-1
input Z = 81, rms radius 5.5 fm = 1.0393e-04 a0, alpha*Z = 0.5911
input basis ratio 1.8 from 0.008 a0^-2; log step 0.06; 357 points
functions for l=0..5: [43, 43, 32, 26, 20, 20]
Tl+ DF total energy -20274.667 Eh; DFB -20251.007 Eh
Tl+ Breit energy: first order 23.6937, self-consistent 23.6598 Eh
DF 6s energy -0.68952 Eh
DF 6p1/2, 6p3/2: -0.199675, -0.166926 Eh
small-component norm 6p1/2: 3.484e-05
small-component norm 6p3/2: 2.494e-05
rows: 6p1/2, 6p3/2, difference (cm^-1)
DF energy: -43823.5, -36636.0, 7187.5
frozen Gaunt shift: 298.2, 163.2, -135.0
frozen Breit shift: 259.4, 134.6, -124.8
core relaxation part: -146.1, -100.9, 45.2
self-consistent Breit shift: 113.3, 33.7, -79.6
DFB energy: -43710.2, -36602.3, 7107.9
second order l<=4: -6996.4, -6223.5, 772.9
second order l<=5: -7358.4, -6482.6, 875.8
splitting DF 7187.5, DF+frozen Breit 7062.7, DFB 7107.9 cm^-1
reduction: frozen Gaunt 1.88 %, frozen Breit 1.74 %
reduction: self-consistent Breit 1.11 %
check basis (ratio 2.0, step 0.075): DF 7187.6, shift -79.6 cm^-1
rough measured splitting (input) 7.8e+03 cm^-1
remainder vs DF 612, vs DFB 692 cm^-1 = 9 % (rough)
remainder/Breit: self-consistent 8.7, frozen 5.5
second order/Breit (self-consistent) 11.0; 12.2 % of DF
DFB + second order splitting 7984 cm^-1
scale (alpha/pi)*splitting 17 cm^-1
```
